# Second-layer nucleation without a step-edge barrier: why layer-by-layer growth is marginal

**Question.** Atoms are deposited on a flat crystal surface, diffuse, and form islands. Two atoms that meet never separate, and no extra barrier hinders an atom from stepping down over an island edge. Faster diffusion or slower deposition spaces the islands more widely, and atoms on top of an island then still reach its edge easily. Why does this not ensure, even for very fast diffusion, that the islands of one layer merge before any second-layer island nucleates on top of them?

## The mechanism: one competition on two levels

Ideal layer-by-layer growth requires that islands merge before new islands nucleate on top of them. Two lengths must therefore be compared: the spacing \(\ell\) of first-layer islands, and the critical radius \(R_c\) at which an island is expected to carry one second-layer nucleus.

Lengths are in lattice constants. Let \(F\) be the deposition rate per site and \(D\) the hop rate in each of the four directions of a square lattice, so that \(D\) is also the diffusion coefficient. Islands are compact, dimers are stable and immobile, and \(D/F\gg1\).

Consider a region of size \(\lambda\) whose boundary absorbs adatoms. An adatom survives there for a time of order \(\lambda^2/D\), so the adatom density is \(n\sim F\lambda^2/D\). Pairs form at a rate of order \(Dn^2\) per site. During the time \(1/F\) needed to deposit a layer, the number of nuclei formed in the region is

\[
\frac{1}{F}\,\lambda^2\,D\left(\frac{F\lambda^2}{D}\right)^2=\frac{F}{D}\,\lambda^6 .
\]

This number reaches order one at \(\lambda\sim(D/F)^{1/6}\). On the ground, where the islands absorb the adatoms, this condition sets the spacing \(\ell\). On top of an island, where the edge absorbs them, it sets \(R_c\). Wider spacing gives larger islands, and larger islands are better places for nucleation. The two effects of a higher \(D/F\) cancel in the exponent.

Equal exponents do not say which length is larger. That depends on the prefactors, which require a calculation.

## Nucleation on top of an island

Take a circular island of radius \(R\). The density on top adjusts in a time of order \(R^2/D\), much shorter than \(1/F\) when \(R\sim(D/F)^{1/6}\). It therefore obeys the steady equation \(D\nabla^2n+F=0\). Without an edge barrier, an atom reaching the edge steps down and is bound, so \(n(R)=0\). Since \(\nabla^2r^2=4\) in two dimensions,

\[
n(r)=\frac{F}{4D}\,(R^2-r^2).
\]

Write the nucleation rate per site as \(\sigma_1Dn^2\), where the encounter number \(\sigma_1\) is for now a constant. This is a mean-field form, examined below. The rate for the whole island is

\[
\omega=\sigma_1D\,\frac{F^2}{16D^2}\int_0^R(R^2-r^2)^2\,2\pi r\,dr .
\]

With \(u=R^2-r^2\) and \(2r\,dr=-du\), the integral is \(\pi\int_0^{R^2}u^2du=\pi R^6/3\). Hence

\[
\omega=\frac{\pi\sigma_1F^2R^6}{48D}.
\]

## Nucleation on the ground

Let \(N\) be the number of islands per site and \(\ell=N^{-1/2}\). Give every island the mean size and a circular cell of radius \(L\), with \(\pi L^2N=1\). Almost all deposited atoms end in first-layer islands, so the coverage is \(\theta=Ft=R^2/L^2\).

Between island and cell boundary the same diffusion equation holds. The island absorbs, \(n(R)=0\), and by symmetry no net current crosses the cell boundary, \(n'(L)=0\). Integrating \((rn')'=-Fr/D\) once gives \(rn'=F(L^2-r^2)/(2D)\). Integrating again from \(R\) gives

\[
n=\frac{F}{4D}\left[2L^2\ln\frac rR-r^2+R^2\right]
=\frac{FL^2}{4D}\left[\ln\frac x\theta-x+\theta\right],\qquad x=\frac{r^2}{L^2}.
\]

Since \(2\pi r\,dr/(\pi L^2)=dx\), the average of \(n^2\) over the cell is \((FL^2/4D)^2K(\theta)\), with

\[
K(\theta)=\int_\theta^1\left[\ln\frac x\theta-x+\theta\right]^2dx .
\]

With \(g=-\ln\theta\), the three parts of the square integrate to

\[
\int_\theta^1\ln^2\frac x\theta\,dx=g^2-2g+2-2\theta,\qquad
\int_\theta^1(x-\theta)^2dx=\frac{(1-\theta)^3}{3},
\]
\[
\int_\theta^1(x-\theta)\ln\frac x\theta\,dx=\frac g2-\frac14-\theta g+\theta-\frac{3\theta^2}{4}.
\]

The last enters with factor \(-2\), so

\[
K=g^2-3g+2\theta g+\frac52-4\theta+\frac{3\theta^2}{2}+\frac{(1-\theta)^3}{3}.
\]

The island density grows as \(dN/dt=\sigma_1D(FL^2/4D)^2K\). Dividing by \(F\) and inserting \(L^4=1/(\pi^2N^2)\) gives

\[
N^2\frac{dN}{d\theta}=\frac{\sigma_1}{16\pi^2}\frac FD\,K(\theta),
\qquad
N^3=\frac{3\sigma_1}{16\pi^2}\frac FD\,B(\theta),\qquad B(\theta)=\int_0^\theta K(s)\,ds .
\]

To find the final value \(B(1)\), exchange the order of integration and put \(\theta=xu\). Then \(\ln(x/\theta)=-\ln u\), \(d\theta=x\,du\), and

\[
B(1)=\int_0^1x\,dx\int_0^1\left[-\ln u-x(1-u)\right]^2du .
\]

The integrals needed over \(u\) are \(\int\ln^2u\,du=2\), \(\int(-\ln u)(1-u)\,du=1-\tfrac14=\tfrac34\) and \(\int(1-u)^2du=\tfrac13\). Therefore

\[
B(1)=\int_0^1x\left(2-\frac{3x}{2}+\frac{x^2}{3}\right)dx=1-\frac12+\frac1{12}=\frac7{12}.
\]

The island density saturates at

\[
N^3=\frac{7\sigma_1}{64\pi^2}\frac FD,\qquad
\ell=\left(\frac{64\pi^2}{7\sigma_1}\frac DF\right)^{1/6}.
\]

## The critical radius and its ratio to the spacing

Let \(M\) be the expected number of second-layer nuclei on one island, \(M=\int\omega\,dt\). First hold \(N\) at its saturated value. Then \(\theta=\pi NR^2\), so \(dt=d\theta/F=2\pi NR\,dR/F\), and

\[
M(R)=\frac{\pi\sigma_1F}{48D}\,2\pi N\int_0^Rr^7dr=\frac{\pi^2\sigma_1FN}{192D}R^8 .
\]

Setting \(M(R_c)=1\) gives

\[
R_c^8=\frac{192}{\pi^2\sigma_1}\frac DF\,\ell^2 .
\]

The spacing enters because an island in a large cell collects more atoms and spends less time at each size. With \(\ell^2\sim(D/F)^{1/3}\), the exponent of \(R_c\) is \((1+\tfrac13)/8=\tfrac16\). The saturated density also gives \(D/F=7\sigma_1\ell^6/(64\pi^2)\), and inserting this yields

\[
\frac{R_c^8}{\ell^8}=\frac{192\cdot7}{64\,\pi^4}=\frac{21}{\pi^4},\qquad
\frac{R_c}{\ell}=\frac{21^{1/8}}{\sqrt\pi}\approx0.83 .
\]

Both \(D/F\) and \(\sigma_1\) have dropped out. On a square array, islands touch at \(R=\ell/2\), so \(R_c\) lies beyond touching. It is an extrapolated scale: formally it corresponds to \(\theta=\pi R_c^2/\ell^2=21^{1/4}>1\), which no separate disc can reach.

A more direct measure is \(M\) at touching. Allow \(N\) to evolve and use \(R^2=\theta/(\pi N)\):

\[
M(\theta)=\frac{\sigma_1F}{48\pi^2D}\int_0^\theta\frac{t^3}{N^3(t)}\,dt
=\frac19\int_0^\theta\frac{t^3}{B(t)}\,dt .
\]

Here \(t\) denotes the coverage as integration variable, and the factor is \(16/(3\cdot48)=1/9\). Because \(B\le7/12\),

\[
M(\theta)\ge\frac19\cdot\frac{12}{7}\cdot\frac{\theta^4}{4}=\frac{\theta^4}{21}.
\]

At touching, \(\theta=\pi(\ell/2)^2/\ell^2=\pi/4\), and this lower bound is 0.0181. The full integral gives 0.01815. The two are close because the weight \(t^3\) favours late times, when \(B\) is nearly saturated. These digits belong to the circular cell: for discs in square cells the same integrals give \(B\approx0.61\), \(M\approx0.0174\) and \(R_c/\ell\approx0.83\), a shift of about 4 % in \(M\).

If nuclei form independently, the fraction of islands with at least one is \(1-e^{-M}\approx1.8\,\%\). In this model, then, the typical island is still bare when islands touch, but the nucleated minority does not vanish as \(D/F\to\infty\). In this sense the completion of a layer is marginal: better diffusion enlarges the pattern without removing its defects per island.

## Numbers at finite \(D/F\)

Take the round values \(\sigma_1=3\) and \(D/F=10^8\). The closed form gives

\[
N=\left(\frac{7\cdot3}{64\pi^2}\,10^{-8}\right)^{1/3}=6.93\times10^{-4}\ \text{per site}.
\]

Time-dependent rate equations, which follow the adatoms from the start of deposition, give \(6.73\times10^{-4}\), hence \(\ell=38.6\). The critical radius follows as

\[
R_c=\left(\frac{192\cdot10^8\cdot38.55^2}{3\pi^2}\right)^{1/8}=31.5 .
\]

The touching radius is \(38.6/2=19.3\). Over six decades the same equations give:

| \(D/F\) | \(\ell\) | \(R_c\) | \(R_c/\ell\) | \(M\) at touching |
|---|---|---|---|---|
| \(10^6\) | 18.4 | 14.7 | 0.799 | 0.0236 |
| \(10^8\) | 38.6 | 31.5 | 0.817 | 0.0198 |
| \(10^{10}\) | 82.2 | 67.6 | 0.823 | 0.0186 |
| \(10^{12}\) | 176.6 | 145.6 | 0.825 | 0.0183 |

Both lengths grow nearly tenfold, while their ratio changes by about 3 %. Between the last two rows the exponents are 0.1660 for \(\ell\) and 0.1665 for \(R_c\), against \(1/6=0.1667\).

The value of \(M\) approaches its limit from above. Relative to the closed form, the excess falls from 30 % to 9.2 %, 2.6 % and 0.7 %. The cause is that each nucleation uses two adatoms, which the closed form ignores. The share of deposited atoms lost in this way is \(2\,dN/d\theta\), of order \((F/D)^{1/3}\) apart from logarithms. The loss lowers \(N\), so each island is larger at a given coverage, and \(\omega\propto R^6\) rises. When this consumption is switched off at \(D/F=10^{10}\), the deviation shrinks from 2.6 % to \(-0.13\,\%\), which confirms the explanation.

The choice of \(\sigma_1\) affects the lengths but not the limiting ratio. Doubling it at \(D/F=10^{12}\) multiplies \(N\) by 1.259, close to \(2^{1/3}\), and leaves \(M\) at 0.0183.

## Is the encounter number really constant?

The mean number of adatoms on top is \(\int n\,2\pi r\,dr=\pi FR^4/(8D)\), of order \((F/D)^{1/3}\) at \(R_c\). The island is usually empty, and nucleation requires a second atom to land before the first has left. The two must then find each other, and a two-dimensional search brings in a logarithm.

To see this, follow the motion of one adatom relative to another, with diffusion coefficient \(2D\). Let the pair form at separation \(\rho\), of order one lattice constant, and let the density take its undisturbed value \(n\) at a distance \(bR\), with \(b\) of order one. Between these distances the steady profile is \(n\ln(r/\rho)/\ln(bR/\rho)\). The inward current is

\[
2\pi r\cdot2D\cdot\frac{n}{r\ln(bR/\rho)}=\frac{4\pi Dn}{\ln(bR/\rho)} .
\]

Multiplying by \(n\), and by \(\tfrac12\) so that each pair counts once, gives \(\sigma_1Dn^2\) with

\[
\sigma_1\simeq\frac{2\pi}{\ln(cR)},\qquad c=\frac b\rho .
\]

This can be checked without the mean-field step. To leading order in \(F/D\), the nucleation rate is \(F\sum_{x,y}n(x)P(x,y)\), where \(P\) is the probability that walkers starting at \(x\) and \(y\) become neighbours before either is absorbed. Solving for \(P\) on lattice discs gives \(\sigma_1=4.0\) at \(R=5.9\) and 2.5 at \(R=16.9\). Between \(R=8.8\) and 16.9, the slope of \(2\pi/\sigma_1\) against \(\ln R\) is 0.96, where the leading-logarithm result is 1.

The pure power law \((D/F)^{1/6}\) therefore holds for each length apart from logarithms. For the ratio, write \(\sigma_t\) for the top and \(\sigma_g\) for the ground. Repeating the substitution that gave \(21/\pi^4\) now leaves

\[
\left(\frac{R_c}{\ell}\right)^8=\frac{21}{\pi^4}\,\frac{\sigma_g}{\sigma_t},\qquad
\frac{\sigma_g}{\sigma_t}\simeq\frac{\ln(cR_c)}{\ln(c'\ell)} ,
\]

with \(c'\) another constant. Since \(R_c\) and \(\ell\) are proportional up to this slowly varying factor, the quotient of logarithms tends to one. The leading logarithm cancels as the power did, and corrections of relative order \(1/\ln\ell\) remain.

These corrections are not small at modest sizes. Dividing \(\omega\) by the ground rate per cell, \(\pi L^2\sigma_1F^2L^4K/(16D)\), gives the mean-field ratio \(\theta^3/(3K)\). In a square periodic cell of side 30 at \(\theta=0.182\), this is 0.0049, while the two-walker calculation gives 0.0073, larger by a factor of 1.49. In a cell of side 16 the factor is 1.68. The ground rate grows 31-fold between these cells while the factor changes by 11 %, so the two levels do keep nearly in step. The decrease is in the direction expected from the logarithms, but it is not smooth: a cell of side 22 gives 1.67. The jagged lattice outline of a small island shifts the factor by several per cent, so these sizes fix its magnitude but neither its trend nor its limit.

If the factor 1.49 held throughout growth, \(M\) at touching would rise from 1.8 % to about 2.7 %, and \(R_c/\ell\) would fall by \(1.49^{1/8}\approx1.05\), to about 0.79. For islands of equal size, as assumed here, the fraction nucleated at touching should thus be read as a few per cent, whereas \(R_c/\ell\) is protected by the eighth root.

## What would remove the marginality?

Irreversible attachment is not essential. Suppose that \(i+1\) adatoms must meet to form a stable nucleus, with a rate per site proportional to \(Dn^{i+1}\) at fixed temperature. The opening estimate becomes

\[
\frac{\lambda^2D}{F}\left(\frac{F\lambda^2}{D}\right)^{i+1}=\left(\frac FD\right)^i\lambda^{2i+4},
\]

so both lengths scale as \((D/F)^{i/(2i+4)}\). Irreversibility, \(i=1\), selects the value \(1/6\); the equality comes from having the same process on both levels.

A step-edge barrier does bring in something new: a second length. Let atoms leave the edge with outward current \((D/\ell_s)\,n(R)\) per unit length. Balancing this against deposition, \(\pi R^2F=2\pi R(D/\ell_s)n(R)\), gives \(n(R)=FR\ell_s/(2D)\). The profile is then \(F(R^2-r^2+2R\ell_s)/(4D)\). With \(q=2R\ell_s\), the integral in \(\omega\) changes from \(\pi R^6/3\) to

\[
\pi\int_0^{R^2}(u+q)^2du=\frac{\pi R^6}{3}\left(1+\frac{6\ell_s}{R}+\frac{12\ell_s^2}{R^2}\right).
\]

At fixed \(\sigma_1\), nucleation on top is enhanced by the bracket. This is a good estimate only for \(\ell_s\ll R\): a barrier also lowers \(\sigma_1\), because adatoms held longer on the island meet repeatedly, so the bracket already overestimates the enhancement when \(\ell_s\) is comparable to \(R\). Now \(R_c/\ell\) depends on \(\ell_s/\ell\), and \(D/F\) matters again: at fixed \(\ell_s\), wider spacing reduces the enhancement. Growth then improves with \(D/F\), but towards the barrier-free limit, which is itself marginal. For a strong barrier this mean-field estimate fails, because two atoms confined together meet almost certainly and the product \(n^2\) counts repeated encounters as new nuclei.

The result also fails for ramified islands, whose arms widen more slowly than \(\ell\) as \(D/F\) grows, so that the distance from an atom on top to the nearest edge becomes ever smaller compared with \(\ell\). Finally, the argument concerns a single layer. A fixed fraction of early second-layer nuclei does not determine how the surface roughens over many layers, or how many growth oscillations can be seen.

The computed values quoted here, apart from the square-cell values of \(B\), \(M\) and \(R_c/\ell\), are in the numerical output below, or follow from it and the formulas above by simple arithmetic.

## Numbers as computed

```
Two walkers on island tops (lattice, no mean-field step)
 R = 5.93 a: rate*D/F^2 = 1.146e+04, sigma1 = 4.025
 R = 8.81 a: rate*D/F^2 = 1e+05, sigma1 = 3.263
 R = 12.84 a: rate*D/F^2 = 8.077e+05, sigma1 = 2.750
 R = 16.92 a: rate*D/F^2 = 3.781e+06, sigma1 = 2.461
 slope of 2 pi/sigma1 against ln R = 0.963 (theory 1)
Top of island against ground around it (lattice)
 cell 16 a, theta = 0.176: ground rate*D/F^2 = 1.492e+05
  top/ground = 0.00680, mean field 0.00404, quotient 1.682
 cell 22 a, theta = 0.189: ground rate*D/F^2 = 6.958e+05
  top/ground = 0.00992, mean field 0.00596, quotient 1.666
 cell 30 a, theta = 0.182: ground rate*D/F^2 = 4.632e+06
  top/ground = 0.00727, mean field 0.00487, quotient 1.492
 smallest to largest cell: ground rate times 31.1, quotient changes by -11.3 %
Rate equations, sigma1 = 3, touching at theta = 0.7854
 D/F = 1e+06: N = 2.9471e-03 per site (formula 3.2155e-03)
  l = 18.42 a, Rc = 14.72 a, Rc/l = 0.7989, M = 0.02359
 D/F = 1e+08: N = 6.7285e-04 per site (formula 6.9276e-04)
  l = 38.55 a, Rc = 31.48 a, Rc/l = 0.8165, M = 0.01981
 D/F = 1e+10: N = 1.4796e-04 per site (formula 1.4925e-04)
  l = 82.21 a, Rc = 67.64 a, Rc/l = 0.8228, M = 0.01863
 D/F = 1e+12: N = 3.2080e-05 per site (formula 3.2155e-05)
  l = 176.56 a, Rc = 145.61 a, Rc/l = 0.8248, M = 0.01828
 exponent of l = 0.1660, of Rc = 0.1665, 1/6 = 0.1667 (last two D/F)
 closed forms: Rc/l = 0.8255, M = 0.01815
 islands with a second layer at touching = 1.80 % (closed form)
 excess of M over closed form: 29.95, 9.16, 2.63, 0.70 %
 D/F = 1e+10, no adatoms used by nucleation: excess -0.13 %
 sigma1 doubled at D/F = 1e+12: N times 1.2593, M = 0.01831
```
